# Spin stiffness from twisted boundaries in a mean-field band ferromagnet, part 1

(Sections cited here and not found follow in the second part.)

**1. Definitions and conventions**

Electrons $c_{j\sigma}$ move in one band $\varepsilon_{\mathbf k}=\varepsilon_{-\mathbf k}$ on $N$ sites of spacing $a$ and volume $\mathcal V$, without spin-orbit coupling, and interact through densities $n_in_j$, the on-site term $U$ included. The label $\sigma=\pm1$ is the spin along $z$, the twist axis. Arrows denote majority and minority spin along the magnetisation, with $m=n_\uparrow-n_\downarrow$ and $n=n_\uparrow+n_\downarrow$. Derivatives are along $x$: $v=\partial\varepsilon/\partial k_x$ (in J m) and $\varepsilon''=\partial^2\varepsilon/\partial k_x^2$ (in J m²). The bracket $\langle\cdot\rangle_k$ is $\mathcal V^{-1}\sum_{\mathbf k}$; for lattice numbers it is $N^{-1}\sum_{\mathbf k}$, and $n$, $m$, $\rho_s$ are then per site.

The twisted boundary condition over the length $L$ is
$$c_\sigma(x+L)=e^{i\sigma\Theta/2}c_\sigma(x),\qquad q=\Theta/L .$$
Put $c_\sigma(x)=e^{i\sigma qx/2}\tilde c_\sigma(x)$. Then $\tilde c$ is periodic, its mode $\mathbf k$ is a plane wave of $c$ with $k_x+\sigma q/2$, and densities carry no phase, so
$$H(q)=\sum_{\mathbf k\sigma}\varepsilon(\mathbf k+\tfrac12\sigma q\hat{\mathbf x})\,\tilde n_{\mathbf k\sigma}+H_{\rm int}.$$
Since $c^\dagger_+c_-=e^{-iqx}\tilde c^\dagger_+\tilde c_-$, a uniform in-plane magnetisation of $\tilde c$ is a flat spiral of wave number $q$, while a magnetisation along $z$ is not turned. The stiffness is defined, for magnetisation perpendicular to the twist axis, by
$$E(q)=E(0)+\tfrac12\rho_s\mathcal Vq^2+O(q^4),$$
with the free energy in place of $E$ at $T>0$; $\rho_s$ is in J/m. Taylor expansion of the band gives $H=H_0+qJ+\tfrac12q^2K+O(q^3)$, with $\sigma^2=1$:
$$J=\tfrac12\sum_{\mathbf k\sigma}\sigma v_{\mathbf k}\tilde n_{\mathbf k\sigma},\qquad K=\tfrac14\sum_{\mathbf k\sigma}\varepsilon''_{\mathbf k}\tilde n_{\mathbf k\sigma}.$$
$J/\hbar$ is the total current of $S_z/\hbar$, because each electron carries $\sigma/2$ at velocity $v/\hbar$. For nearest-neighbour hopping $\varepsilon''$ is $-a^2$ times the part of $\varepsilon$ due to $x$ bonds, so $K=-\tfrac14a^2H_x$, whence the name kinetic term.

**2. Simplest case: independent electrons with a given splitting**

Let an exchange splitting $\Delta$ act along spin direction $x$ in the frame of $\tilde c$. Each $\mathbf k$ is a $2\times2$ problem,
$$h_{\mathbf k}=s_{\mathbf k}+d_{\mathbf k}\sigma_z-\tfrac12\Delta\sigma_x ,$$
where $s$ and $d$ are the half sum and half difference of $\varepsilon(k_x\pm q/2)$: $s=\varepsilon+q^2\varepsilon''/8+O(q^4)$, $d=qv/2+O(q^3)$. Because $\sigma_x$ and $\sigma_z$ anticommute, $(h-s)^2=d^2+\Delta^2/4=R^2$, and for $|qv|\ll\Delta$, $R=\tfrac12\Delta+d^2/\Delta+O(q^4)$. The lower level $s-R$ is the majority state:
$$E_{\uparrow,\downarrow}=\varepsilon\mp\frac\Delta2+q^2\Big[\frac{\varepsilon''}{8}\mp\frac{v^2}{4\Delta}\Big]+O(q^4).$$
The grand potential $\Omega=-k_BT\sum\ln(1+e^{-(E-\mu)/k_BT})$ has $\partial\Omega/\partial E=f$, the Fermi function. The level shifts are $O(q^2)$, so first order in them is enough, and $\delta\Omega=\tfrac12\rho_s\mathcal Vq^2$ gives
$$\rho_s=\Big\langle\frac{\varepsilon''(f_\uparrow+f_\downarrow)}{4}-\frac{v^2(f_\uparrow-f_\downarrow)}{2\Delta}\Big\rangle_k,\qquad f_{\uparrow,\downarrow}=f(\varepsilon\mp\tfrac12\Delta-\mu).\tag{1}$$
The first term is $\langle K\rangle/\mathcal V$. The second is level repulsion caused by $J$: $\sigma_z$ has no diagonal element between eigenstates of $\sigma_x$, so $J$ flips majority to minority at the same $\mathbf k$, with element $v/2$ and energy cost $\Delta$.

*Limit $\Delta\to0$.* Here $f_\uparrow+f_\downarrow\to2f$ and $(f_\uparrow-f_\downarrow)/\Delta\to-f'$, so $\rho_s\to\tfrac12\langle\varepsilon''f+v^2f'\rangle_k=\tfrac12\langle\partial_{k_x}(vf)\rangle_k=0$ in the large system, where the sum is an integral of a derivative over a period. Without magnetisation there is no stiffness, and the two terms cancel.

*Field along the twist axis.* The levels are then $\varepsilon(k_x\pm q/2)\mp\Delta/2$. With relaxed occupations the shift of $k_x$ is removed by a change of integration variable, and $\Omega$ does not depend on $q$. With frozen occupations the term linear in $q$ vanishes by inversion and the curvature is $\langle K\rangle$, a Drude-type response to accelerating the two spin species oppositely. Both statements were tested on the cubic lattice of section 4: at $U=16t$ the relaxed curvature is below the tolerance $10^{-8}ta^2$ and the frozen one is $0.082312\,ta^2$, equal to the kinetic term. Neither is the stiffness, which is why the perpendicular geometry belongs to the definition.

**3. Generalisation: the interacting ground state**

Let the ground level of $H_0$ on a finite lattice be a single multiplet $|S,M\rangle$, $M$ being the eigenvalue of $S_z/\hbar$. $H(q)$ commutes with $S_z$, so each sector with $|M|\le S$ has a non-degenerate ground state $|0\rangle$. Inversion maps $|0\rangle$ to $\pm|0\rangle$ and $J$ to $-J$, so $\langle J\rangle=0$. The order $q^2$ collects $\tfrac12q^2K$ in first order and $qJ$ in second order:
$$E''(M)=\langle K\rangle-2\sum_{n\ne0}\frac{|\langle n|J|0\rangle|^2}{E_n-E_0}.\tag{2}$$
The subtracted sum is the static spin-current correlation and cannot be negative, so $\langle K\rangle$ is an upper bound on the curvature. For the Slater determinant of section 2 the states $n$ are spin flips with $|\langle n|J|0\rangle|^2=v^2/4$ and $E_n-E_0=\Delta$; at $T=0$ they exist where $f_\uparrow-f_\downarrow=1$, and (2) returns (1).

The dependence on $M$ follows from spin rotation symmetry of $H_0$. $K$ is a spin scalar, so $\langle K\rangle$ does not depend on $M$. $J$ is the $z$ component of the spin vector $J^a=\tfrac12\sum v\,\tilde c^\dagger\sigma^a\tilde c$, and $\mathcal R=Q/(H_0-E_0)$, with $Q$ projecting off the ground multiplet, is a scalar. The correlation term is $2\langle J^z\mathcal RJ^z\rangle$, since $J^z$ keeps $M$. The tensor $J^a\mathcal RJ^b$ splits into ranks 0, 1 and 2, and by the Wigner–Eckart theorem each part is, inside the multiplet, proportional to the operator of that rank built from $\mathbf S$: $\delta^{ab}$, $\epsilon^{abc}S^c$ and the traceless part of $S^aS^b+S^bS^a$. The $zz$ component has no rank-1 part, so
$$E''(M)=A+BM^2 .$$
A state fully aligned along $x$ has $\langle S_z^2\rangle=S/2$ in units of $\hbar^2$: by symmetry about $x$, $\langle S_y^2\rangle=\langle S_z^2\rangle$, and their sum is $S(S+1)-S^2$. Its curvature is $A+BS/2$. The change from $M=0$ to $M=S$ is $BS^2$, so the correction is that change divided by $2S$, and $\rho_s\mathcal V=A$ up to relative order $1/S$ when $A$ and $BS^2$ are of the same order. Equation (2) can fail if the ground level has an orbital degeneracy. In an open shell with degenerate states of opposite $k_x$, $J$ can act in first order and the energy then has a term linear in $|q|$. If $J$ has no matrix elements within the degenerate level, this linear term is absent, but the terms of order $q^2$ must still be diagonalised inside the level, and (2) holds only for the states that diagonalise them. For example, take one electron on a square lattice with $\varepsilon=-2t(\cos k_xa+\cos k_ya)+4t'\cos k_xa\cos k_ya$ and $t'>t/2>0$. The band minima are at $(k_xa,k_ya)=(\pi,0)$ and $(0,\pi)$, with equal energy and $v=0$ at both, but the curvature $\varepsilon''/4$ is $(t'-t/2)a^2$ at the first and $(t'+t/2)a^2$ at the second.

*Test on a cluster.* Take $3\times2$ sites, periodic along the length 3, hopping $+t$, five electrons, $U=500t$. The band is $2t\cos k_xa\pm t$, its six levels sum to zero and the highest is $3t$, so the saturated state has energy $-3t$; diagonalisation gives this energy for the ground state of each sector, which identifies the multiplet $S=5/2$. For $M=5/2$ the state is a determinant with the hole at $k_x=0$, an eigenstate of $J$ with eigenvalue zero, so the correlation vanishes. Its energy is $-2t\cos(qa/2)-t$, with curvature $ta^2/2$. The kinetic term is $0.5\,ta^2$ in all three sectors, and the correlation terms are $0.270401$, $0.180267$ and $0$ for $M=\tfrac12,\tfrac32,\tfrac52$. Energies computed with the whole phase on the boundary bond reproduce the differences within $10^{-5}ta^2$. The two larger $M$ give $B=(0.500000-0.319733)/4=0.045067$ and $A=0.218332$, which predict $A+B/4=0.229599$ for $M=\tfrac12$, as found. Here $BS/2=0.056$ is a quarter of $A$, so the cluster checks (2) and the $M^2$ law but does not give a bulk stiffness.

**4. Self-consistent field with on-site interaction**

In a ferromagnet $\Delta$ is made by the electrons and responds to the twist. Let $P=\tfrac12(n+\mathbf m\cdot\boldsymbol\sigma)$ be the on-site density matrix. Wick's theorem gives the Hartree–Fock energy per site $U(P_{++}P_{--}-|P_{+-}|^2)=U\det P=\tfrac14U(n^2-\mathbf m^2)$. Its derivative with respect to $m_x$ fixes the field: $-\tfrac12Um=-\tfrac12\Delta$, so $\Delta=Um$. The band energy of $h_{\mathbf k}$ contains $-\tfrac12\Delta m=-\tfrac12Um^2$, twice the true $-\tfrac14Um^2$, so $\Delta^2/4U$ is added back. With $\mu$ counted without the constant $Un/2$, and $\Omega$ per site,
$$F(q;\mu,\Delta)=\Omega+\mu n+\frac{\Delta^2}{4U}+\frac{Un^2}{4}.$$
Since $\partial\Omega/\partial\mu$ is minus the electron number and $\partial\Omega/\partial\Delta=-m/2$, the conditions $\partial F/\partial\mu=\partial F/\partial\Delta=0$ are the number condition and $\Delta=Um$.

Write $\lambda=(\mu,\Delta)$. At each $\mathbf k$, $q\to-q$ leaves $s$ unchanged and reverses $d$; $s$ and $d^2$ are even in $q$, so $F$ is even in $q$ and $\partial_\lambda F(q;\lambda_0)=O(q^2)$ at the untwisted solution $\lambda_0$. If the Hessian in $\lambda$ is invertible, $\delta\lambda=O(q^2)$, and $F(q;\lambda)-F(q;\lambda_0)=\partial_\lambda F\,\delta\lambda+O(\delta\lambda^2)=O(q^4)$. The argument fails at the Stoner threshold, where the Hessian is singular. For a filled band with a gap at $T=0$ the Hessian is singular too, but only because $F$ does not depend on $\mu$ there, and the argument holds with $\Delta$ alone. A field along $z$ could still appear at order $q$. The density matrix of $h_{\mathbf k}$ is $\tfrac12(f_\uparrow+f_\downarrow)+\tfrac12(f_\uparrow-f_\downarrow)\hat{\mathbf n}\cdot\boldsymbol\sigma$, with $\hat{\mathbf n}=(\Delta/2,0,-d)/R$ the spin direction of the lower level, so to first order
$$\delta P_{\mathbf k}=-d_{\mathbf k}g_{\mathbf k}\sigma_z,\qquad g=(f_\uparrow-f_\downarrow)/\Delta.\tag{3}$$
This is odd in $\mathbf k$, its on-site sum vanishes, and $U$ induces no such field. Equation (1) with the self-consistent $\mu$ and $\Delta$ is therefore the Hartree–Fock stiffness of the flat spiral.

*Test.* On the simple cubic lattice, $\varepsilon=-2t\sum_\alpha\cos k_\alpha a$, at $k_BT=0.25t$, $\mu$ and $\Delta$ were solved anew at finite $q$ with the unexpanded levels, and the curvature of $F$ agrees with (1) within $10^{-5}$ of the correlation term. At $n=0.5$, $U=16t$, it is $0.082312-0.062500=0.019812\,ta^2$. At $U=10t$, where $m=0.428$, it is $0.096755-0.102441=-0.005686\,ta^2$. The uniform ferromagnet then solves the Stoner equation but is unstable: winding lowers its free energy, starting from the smallest $q$. The curvature at $q=0$ shows this instability but does not give the pitch of the best spiral, which need not be long.

*Limit of half filling.* For $n=1$ and a filled majority band, $f_\uparrow=1$, $f_\downarrow=0$, $\Delta=U$. Then $\langle\varepsilon''\rangle_k=0$ and $\langle v^2\rangle_k=4t^2a^2\langle\sin^2k_xa\rangle_k=2t^2a^2$, so $\rho_s=-t^2a^2/U$. Superexchange gives the same. On a bond with two electrons, hopping couples the singlet to the symmetric doubly occupied state with amplitude $2t$ and lowers it by $4t^2/U$ to leading order for $U\gg t$, while the triplet cannot hop, so $J_H=4t^2/U$ in $J_H\mathbf S_i\cdot\mathbf S_j$. A classical spiral has $J_HS^2\cos qa$ on the one $x$ bond per site, with curvature $-J_HS^2a^2=-t^2a^2/U$ for $S=\tfrac12$. At $U=40t$ the spiral calculation gives $-0.025000\,ta^2$, in agreement.

Equation (1), with self-consistent $\mu$ and $\Delta$, is thus the Hartree–Fock stiffness of the flat spiral for on-site interaction, and it can be negative, in which case the uniform ferromagnet is unstable. It remains to find what decides the sign, to connect $\rho_s$ with the magnon energy, to see how neighbour repulsion changes the result, and to work out numbers for a parabolic band.
